# Spacelike vacuum polarization in the muon anomaly and its integrand peak

## 1. Result and conventions

Let a lepton of mass \(m\) emit and reabsorb one photon, and let that photon carry one vacuum-polarization insertion. The resulting change of the anomaly \(a=(g-2)/2\) is

\[
a=\frac{\alpha}{\pi}\int_0^1 dx\,(1-x)\,\Delta\alpha(t),\qquad t=-Q^2=-\frac{x^2m^2}{1-x}. \tag{1}
\]

The integrand, as a function of \(x\), is stationary where

\[
\lambda\equiv\frac{d\ln\Delta\alpha}{d\ln Q^2}=\frac{x}{2-x}=\frac{1}{\sqrt{1+4m^2/Q^2}} . \tag{2}
\]

The peak therefore has no universal position: it depends on what runs in the insertion. A lepton loop gives one peak, while a general spectrum can give more.

We use atomic units, \(\hbar=1\) and \(c=1/\alpha\), and write every mass as a momentum: \(m\) stands for \(mc\), and \(t\) and \(s\) are squared momenta. The coupling in a vertex is \(e^2=4\pi\alpha\), and the metric is \((+,-,-,-)\).

The running coupling is \(\alpha(t)=\alpha/[1-\Delta\alpha(t)]\) with \(\Delta\alpha(0)=0\). To first order the insertion multiplies the photon propagator by \(1+\Delta\alpha(k^2)\), and (1) is the contribution of the second term. Repeated insertions are not included. We assume a once-subtracted dispersion relation with non-negative density \(\rho\):

\[
\Delta\alpha(t)=-t\int ds\,\frac{\rho(s)}{s(s-t)},\qquad
\Delta\alpha(-Q^2)=\int\frac{ds}{s}\,\rho(s)\,\frac{Q^2}{s+Q^2}. \tag{3}
\]

## 2. The insertion as a set of massive photons

Multiplying the propagator \(-ig_{\mu\nu}/k^2\) by \(\Delta\alpha(k^2)\) from (3) cancels the pole at \(k^2=0\):

\[
\frac{-ig_{\mu\nu}}{k^2}\,\Delta\alpha(k^2)=\int\frac{ds}{s}\,\rho(s)\,\frac{-ig_{\mu\nu}}{k^2-s}. \tag{4}
\]

The insertion also has terms in \(k_\mu k_\nu\). They do not affect \(a\). Write \(\slashed k=(\slashed p'-m)-(\slashed p'-\slashed k-m)\); since \(\bar u'(\slashed p'-m)=0\),

\[
\bar u'\slashed k\,\frac{1}{\slashed p'-\slashed k-m}=-\bar u',\qquad
\frac{1}{\slashed p-\slashed k-m}\,\slashed k\,u=-u .
\]

What remains is \(\bar u'\gamma^\mu u\) times a number. It rescales the Dirac vertex, charge and \(g=2\) moment together, and adds nothing to the anomalous term. If \(K(s)\) is the anomaly produced by a photon of squared mass \(s\), then

\[
a=\int\frac{ds}{s}\,\rho(s)\,K(s). \tag{5}
\]

## 3. The vertex with a massive photon

The vertex is \(F_1\gamma^\mu+F_2\,i\sigma^{\mu\nu}q_\nu/2m\) with \(q=p'-p\), and \(K=F_2(0)\). Choose the frame \(p=(E,-\mathbf q/2)\), \(p'=(E,\mathbf q/2)\), where \(E=m+O(\mathbf q^2)\). The Gordon identity,

\[
\bar u'\gamma^\mu u=\bar u'\Big[\frac{(p+p')^\mu}{2m}+\frac{i\sigma^{\mu\nu}q_\nu}{2m}\Big]u ,
\]

gives for spatial \(\mu=i\), where \((p+p')^i=0\),

\[
\bar u'\,i\sigma^{i\nu}q_\nu u=2m\,\bar u'\gamma^iu. \tag{6}
\]

The spatial vertex is thus \((F_1+F_2)\bar u'\gamma^iu\), while the time component at \(\mathbf q=0\) is \(F_1\bar u\gamma^0u\). We need the difference of the two coefficients.

The photon propagator, two vertices \(-ie\gamma\) and two lepton propagators give the prefactor \((-i)(-ie)^2i^2=-ie^2\):

\[
\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{N^\mu}{D'D\,(k^2-s)},\qquad
D',D=k^2-2Ek_0\pm\mathbf q\cdot\mathbf k. \tag{7}
\]

The product \(D'D\) has no term linear in \(\mathbf q\), so to first order it is \((k^2-2mk_0)^2\), which is even in \(\mathbf k\). Terms of \(N^\mu\) odd in \(\mathbf k\) drop out. With \(b=p-k\) and \(b'=p'-k\), the contraction identities for Dirac matrices give

\[
N^\mu=\gamma^\nu(\slashed b'+m)\gamma^\mu(\slashed b+m)\gamma_\nu
=-2\slashed b\gamma^\mu\slashed b'+4m(b+b')^\mu-2m^2\gamma^\mu. \tag{8}
\]

**Electric part.** At \(\mathbf q=0\), \(b=b'=(m-k_0,-\mathbf k)\). Use \(\slashed b\gamma^0\slashed b=2b_0\slashed b-b^2\gamma^0\). For a spinor at rest \(\bar u\slashed bu=b_0\bar u\gamma^0u\) and \(\bar uu=\bar u\gamma^0u\). The coefficient of \(\bar u\gamma^0u\) is

\[
N_E=-2(b_0^2+\mathbf k^2)+8mb_0-2m^2=4m^2-4mk_0-2k_0^2-2\mathbf k^2. \tag{9}
\]

**Magnetic part.** For \(\mu=i\) the middle term of (8) is odd in \(\mathbf k\). In the first term use \(\bar u'\slashed p=\bar u'(m-\slashed q)\) and \(\slashed p'u=(m+\slashed q)u\). From (6) and \([\gamma^i,\slashed q]=-2i\sigma^{i\nu}q_\nu\), the commutator acts as \(-4m\gamma^i\). The parts of \(\slashed b\gamma^i\slashed b'\) are:

- Without \(k\): \((m-\slashed q)\gamma^i(m+\slashed q)\to m^2\gamma^i+m[\gamma^i,\slashed q]\to-3m^2\gamma^i\).
- Linear in \(k_0\): \(-k_0[\gamma^0\gamma^i(m+\slashed q)+(m-\slashed q)\gamma^i\gamma^0]\). The terms in \(m\) cancel. Since \(q\) is purely spatial, the rest is \(-k_0\gamma^0[\gamma^i,\slashed q]\). The commutator is already first order, so \(\bar u\gamma^0=\bar u\) may be used, giving \(+4mk_0\gamma^i\).
- Quadratic: \(\slashed k\gamma^i\slashed k=2k^i\slashed k-k^2\gamma^i\). Averaging over directions replaces \(k^i\slashed k\) by \(-\tfrac13\mathbf k^2\gamma^i\), which gives \((\tfrac13\mathbf k^2-k_0^2)\gamma^i\).

Multiplying by \(-2\) and adding \(-2m^2\),

\[
N_M=4m^2-8mk_0+2k_0^2-\tfrac23\mathbf k^2,\qquad
N_M-N_E=-4mk_0+4k_0^2+\tfrac43\mathbf k^2. \tag{10}
\]

To integrate, combine the denominators with

\[
\frac1{A^2B}=\int_0^1\frac{2x\,dx}{[xA+(1-x)B]^3},\qquad A=k^2-2p\cdot k,\quad B=k^2-s .
\]

With \(p=(m,\mathbf 0)\) and \(l=k-xp\), the bracket is \(l^2-\Delta\), where \(\Delta=x^2m^2+(1-x)s\). Substituting \(k_0=l_0+xm\) in (10) and dropping odd terms leaves

\[
-4m^2x(1-x)+4l_0^2+\tfrac43\mathbf l^2 .
\]

Lorentz averaging replaces \(l_0^2\) by \(l^2/4\) and \(\mathbf l^2=l_0^2-l^2\) by \(-3l^2/4\), so the quadratic terms cancel. They are logarithmically divergent one by one. Subtracting the same diagram with a very heavy photon makes the shift and the averaging legitimate, and its own contribution to \(K\) vanishes as that mass grows.

Rotating \(l_0=il_4\) gives the remaining integral,

\[
\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}
=-\frac{i}{8\pi^2}\int_0^\infty\!\frac{l^3dl}{(l^2+\Delta)^3}=-\frac{i}{32\pi^2\Delta}. \tag{11}
\]

Therefore

\[
K(s)=-ie^2\!\int_0^1\!dx\,2x\,[-4m^2x(1-x)]\Big(\!-\frac{i}{32\pi^2\Delta}\Big)
=\frac\alpha\pi\int_0^1\!dx\,\frac{x^2(1-x)m^2}{x^2m^2+(1-x)s}. \tag{12}
\]

At \(s=0\) this is \(\alpha/2\pi\), the one-loop anomaly.

## 4. The spacelike integral

Divide numerator and denominator of the fraction in (12) by \(1-x\), keeping one factor \(1-x\) outside. With \(Q^2=x^2m^2/(1-x)\),

\[
K(s)=\frac\alpha\pi\int_0^1dx\,(1-x)\,\frac{Q^2}{Q^2+s}. \tag{13}
\]

Insert this in (5). The integrand is non-negative, so the order of integration may be exchanged, and the integral over \(s\) is then the second form of (3). This proves (1).

The timelike thresholds and resonances in \(\rho(s)\) have become a smooth function of spacelike momentum. The variable \(x\) runs over all \(Q^2\) from zero to infinity. Dividing \(Q^2(1-x)=x^2m^2\) by \(x^2Q^2\) gives \(x^{-2}-x^{-1}=m^2/Q^2\), hence

\[
x=\frac{2}{1+\sqrt{1+4m^2/Q^2}}. \tag{14}
\]

## 5. A lepton in the insertion

For a loop lepton of mass \(M\), write the polarization tensor as \(i(k^2g^{\mu\nu}-k^\mu k^\nu)\Pi(k^2)\). One insertion multiplies the propagator by \(\Pi\), so \(\Delta\alpha(k^2)=\Pi(k^2)-\Pi(0)\). The coefficient of \(k^\mu k^\nu\) suffices. The loop, with its fermion sign, is

\[
-e^2\int\frac{d^4r}{(2\pi)^4}\frac{\mathrm{tr}[\gamma^\mu(\slashed r+M)\gamma^\nu(\slashed r+\slashed k+M)]}{(r^2-M^2)[(r+k)^2-M^2]} .
\]

Combining denominators with a parameter \(z\) and setting \(r=l-zk\) turns the denominator into \((l^2-\Delta_z)^2\), with \(\Delta_z=M^2-z(1-z)k^2\). The trace contains \(-8z(1-z)k^\mu k^\nu\); terms in \(l^\mu l^\nu\) average to \(g^{\mu\nu}\). Thus

\[
-i\Pi=8e^2\int_0^1dz\,z(1-z)\int\frac{d^4l}{(2\pi)^4}\frac{1}{(l^2-\Delta_z)^2}.
\]

After subtraction at \(k^2=0\) the momentum integral equals \(-(i/16\pi^2)\ln(\Delta_z/M^2)\). Multiplying by \(i\), with \(e^2=4\pi\alpha\),

\[
\Delta\alpha(-Q^2)=\frac{2\alpha}{\pi}\int_0^1dz\,z(1-z)\ln\!\Big[1+z(1-z)\frac{Q^2}{M^2}\Big]. \tag{15}
\]

This function has a cut at timelike \(t\ge4M^2\) and grows logarithmically, so Cauchy's theorem for \(\Delta\alpha(t)/t\) gives (3). Just above the cut, (3) has imaginary part \(-\pi\rho(s)\). The logarithm in (15) has imaginary part \(-\pi\) where its argument is negative, that is for \(|z-\tfrac12|<\beta/2\) with \(\beta=\sqrt{1-4M^2/s}\). Hence

\[
\rho(s)=\frac{2\alpha}\pi\int_{-\beta/2}^{\beta/2}\!\Big(\frac14-v^2\Big)dv
=\frac{\alpha}{6\pi}\beta(3-\beta^2)=\frac{\alpha}{3\pi}\Big(1+\frac{2M^2}{s}\Big)\sqrt{1-\frac{4M^2}{s}}, \tag{16}
\]

which is non-negative, as assumed.

## 6. Where the integrand peaks

Let \(I(x)=(1-x)\Delta\alpha\). From \(\ln Q^2=2\ln x-\ln(1-x)+\ln m^2\),

\[
\frac{d\ln Q^2}{dx}=\frac2x+\frac1{1-x}=\frac{2-x}{x(1-x)},\qquad
\frac{d\ln I}{dx}=\frac{2-x}{x(1-x)}\Big[\lambda-\frac{x}{2-x}\Big]. \tag{17}
\]

The bracket vanishes at (2); its last form follows from (14). The factor \(1-x\) suppresses large momenta, and the peak is where the growth of \(\Delta\alpha\) no longer compensates.

**One narrow state.** For a single squared mass \(s\), \(\Delta\alpha\propto Q^2/(Q^2+s)\) and \(\lambda=s/(s+Q^2)\). Condition (2) becomes \(2s(1-x)=xQ^2\), or

\[
x^3m^2=2s(1-x)^2. \tag{18}
\]

There is one root, since the left side rises and the right side falls with \(x\). It increases with \(s\) and does not depend on the strength of the state. In a spectrum starting at \(s_0\), every component still rises for \(x\) below the root belonging to \(s_0\). That root is therefore a lower bound on the position of any peak.

Several peaks are possible. Take a light state, \(s_1\ll m^2\), of weight \(w\), and a heavy one, \(s_2\gg m^2\), of weight \(ws_2/m^2\). Away from the endpoints the integrand is approximately \(w(1-x+x^2)\), which has a minimum at \(x=\tfrac12\) and hence a peak on either side. The dip is shallow, so the separation must be strong: \(s_1=10^{-4}m^2\), \(s_2=10^4m^2\) gives two peaks, while \(s_1=m^2/30\), \(s_2=30m^2\) gives only one.

**A lepton loop has one peak.** Put \(L=\ln Q^2\), \(\sigma=\ln s\) and \(g(v)=1/(1+e^{-v})\). Then (3) reads \(\Delta\alpha=\int d\sigma\,\rho(\sigma)g(L-\sigma)\). Let primes on \(\Delta\alpha\) denote \(d/dL\). Integration by parts gives

\[
\Delta\alpha'=\int d\sigma\,\rho'(\sigma)\,g(L-\sigma),\qquad
\Delta\alpha''=\int d\sigma\,\rho'(\sigma)\,g'(L-\sigma),
\]

because \(\rho\) vanishes at threshold and \(g\) at \(\sigma\to\infty\). Define \(R=\rho'/\rho\) and \(H(\sigma)=g'(L-\sigma)/g(L-\sigma)=1/(1+e^{L-\sigma})\). Then \(\Delta\alpha=\int d\sigma\,\rho g\) and \(\Delta\alpha''=\int d\sigma\,\rho g\,RH\). The first derivative has two forms: \(\int d\sigma\,\rho g\,R\) from above, and \(\int d\sigma\,\rho g'=\int d\sigma\,\rho g\,H\) from differentiating directly. Take one form for each factor of \((\Delta\alpha')^2\), write the products as double integrals and symmetrize in \(\sigma,\tau\):

\[
\Delta\alpha\,\Delta\alpha''-(\Delta\alpha')^2=\frac12\iint d\sigma d\tau\,\rho_\sigma\rho_\tau g_\sigma g_\tau\,[R(\tau)-R(\sigma)][H(\tau)-H(\sigma)]. \tag{19}
\]

Here \(H\) increases with \(\sigma\). For (16), with \(y=4M^2/s\) and \(d/d\sigma=-y\,d/dy\),

\[
R=-y\Big[\frac1{2+y}-\frac1{2(1-y)}\Big]=\frac{3y^2}{2(2+y)(1-y)},
\]

which increases with \(y\) and so decreases with \(\sigma\). The right side of (19) is negative, and \(\lambda=\Delta\alpha'/\Delta\alpha\) falls steadily. It starts at 1, where \(\Delta\alpha\propto Q^2\), and tends to 0 in the logarithmic regime, while \(x/(2-x)\) rises from 0 to 1. They cross once.

## 7. Dependence on the loop mass

**Heavy loop, \(M\gg m\).** The expansion of (15) uses \(\int z^2(1-z)^2dz=1/30\) and \(\int z^3(1-z)^3dz=1/140\):

\[
\Delta\alpha\simeq\frac{\alpha Q^2}{15\pi M^2}\Big(1-\frac{3Q^2}{28M^2}\Big). \tag{20}
\]

The leading term makes the integrand proportional to \(x^2\), rising all the way to \(x=1\). Its integral is

\[
a\simeq\Big(\frac\alpha\pi\Big)^2\frac{m^2}{15M^2}\int_0^1x^2dx=\Big(\frac\alpha\pi\Big)^2\frac{m^2}{45M^2}. \tag{21}
\]

The correction term creates the peak. In (2), \(\lambda\simeq1-3Q^2/28M^2\) must equal \(1-2m^2/Q^2\), so

\[
Q^2_{\rm peak}\simeq\sqrt{56/3}\;mM. \tag{22}
\]

For a heavy narrow state \(\lambda\simeq1-Q^2/s\), and the same step gives \(Q^2_{\rm peak}\simeq\sqrt2\,m\sqrt s\). The peak momentum is set by the geometric mean of the two masses, which is consistent with \(m\ll Q\ll M\).

**Light loop, \(M\ll m\).** For \(Q\gg M\) the 1 in (15) may be dropped. With \(\int z(1-z)dz=1/6\) and \(\int z(1-z)\ln z\,dz=-5/36\),

\[
\Delta\alpha\simeq\frac{\alpha}{3\pi}\Big(\ln\frac{Q^2}{M^2}-\frac53\Big),\qquad
x_{\rm peak}=\frac{2\lambda}{1+\lambda}\simeq\frac{2}{\ln(Q^2/M^2)-2/3}, \tag{23}
\]

where \(Q^2\) is taken at the peak. For the integral, use \(\int(1-x)\ln x\,dx=-\tfrac34\) and \(\int(1-x)\ln(1-x)\,dx=-\tfrac14\):

\[
a\simeq\Big(\frac\alpha\pi\Big)^2\frac13\Big[\ln\frac mM-\frac32+\frac14-\frac56\Big]
=\Big(\frac\alpha\pi\Big)^2\Big[\frac13\ln\frac mM-\frac{25}{36}\Big]. \tag{24}
\]

## 8. Numbers for the muon

The rest energies are \(5.110\times10^5\) eV for the electron, \(1.0566\times10^8\) eV for the muon and \(1.77686\times10^9\) eV for the tau. The tau value is uncertain by about \(1.2\times10^5\) eV, which moves its \(a\) below by about \(0.0006\times10^{-10}\), so the last digit of that entry is not fixed. Equations (1), (2) and (15) give:

| Loop | \(a\) | Peak \(x\) | Peak \(cQ\) (eV) |
|---|---|---|---|
| electron | \(5.904\times10^{-6}\) | 0.262 | \(3.22\times10^7\) |
| muon | \(8.464\times10^{-8}\) | 0.844 | \(2.26\times10^8\) |
| tau | \(4.213\times10^{-10}\) | 0.987 | \(9.02\times10^8\) |

The corresponding lengths \(1/Q\) are \(6.12\times10^{-5}\), \(8.74\times10^{-6}\) and \(2.19\times10^{-6}\) angstrom.

For the electron loop, \(x/(2-x)=0.26202/1.73798=0.1508\), equal to the computed slope \(\lambda\). The momentum follows from

\[
cQ=\frac{0.26202}{\sqrt{0.73798}}\times1.0566\times10^8\ \text{eV}=3.22\times10^7\ \text{eV}.
\]

The light-loop formula (24) gives \(\tfrac13\ln206.77-\tfrac{25}{36}=1.083\) for \(a/(\alpha/\pi)^2\), 1.1% below the full 1.094. Equation (23) gives \(x=0.2623\).

For the tau loop, (21) gives \(7.86\times10^{-5}\), 0.6% above the full \(7.81\times10^{-5}\), and (22) gives \(cQ=9.01\times10^8\) eV, 0.2% below the full value.

The three loops add to \(a=5.989\times10^{-6}\). The sum has one peak, at \(x=0.265\). It lies slightly above the electron value because the muon and tau integrands are still rising there.

As a model of a heavy state, take one narrow state of rest energy \(8.0\times10^8\) eV. Equation (18) puts the peak at \(x=0.918\), \(cQ=3.38\times10^8\) eV, or \(1/Q=5.83\times10^{-6}\) angstrom. The geometric-mean rule gives

\[
cQ\simeq\sqrt{\sqrt2\,(1.0566\times10^8)(8.0\times10^8)}\ \text{eV}=3.46\times10^8\ \text{eV},
\]

2% above the root.

The plotting variable matters. Per unit \(\ln Q^2\), (17) multiplies the integrand by \(x(1-x)/(2-x)\). The area is unchanged, but the peak of this model moves to \(x=0.772\), \(cQ=1.71\times10^8\) eV, about half the earlier momentum. A quoted peak therefore needs its variable stated.

For lepton loops with \(M/m=0.5\), 1 and 3, the timelike integral (5), with \(\rho\) from (16) and the massive-photon vertex computed directly in Euclidean momentum space, agrees with (1) to one part in \(10^4\).

## Computed results

```
inverse fine-structure constant: 137.035999
electron rest energy: 5.109990e+05 eV
muon rest energy: 1.056584e+08 eV
tau rest energy: 1.77686e+09 eV
muon/electron mass ratio: 206.7683
tau/muon mass ratio: 16.8170
[electron loop] a/(alpha/pi)^2: 1.094258e+00
[electron loop] a: 5.90406e-06
[electron loop] peak x: 0.26202
[electron loop] peak cQ: 3.2226e+07 eV
[electron loop] peak 1/Q: 6.1232e-05 angstrom
[electron loop] Dalpha at peak: 5.1281e-03
[electron loop] log slope at peak: 0.15076
[electron loop] threshold bound on x: 0.05508
[muon loop] a/(alpha/pi)^2: 1.568742e-02
[muon loop] a: 8.46413e-08
[muon loop] peak x: 0.84390
[muon loop] peak cQ: 2.2568e+08 eV
[muon loop] peak 1/Q: 8.7438e-06 angstrom
[muon loop] Dalpha at peak: 4.9479e-04
[muon loop] log slope at peak: 0.72995
[muon loop] threshold bound on x: 0.76393
[tau loop] a/(alpha/pi)^2: 7.807573e-05
[tau loop] a: 4.21257e-10
[tau loop] peak x: 0.98665
[tau loop] peak cQ: 9.0226e+08 eV
[tau loop] peak 1/Q: 2.1870e-06 angstrom
[tau loop] Dalpha at peak: 3.8866e-05
[tau loop] log slope at peak: 0.97365
[tau loop] threshold bound on x: 0.97962
light-loop limit of a/(alpha/pi)^2, electron: 1.08276
heavy-loop limit of a/(alpha/pi)^2, tau: 7.85757e-05
light-loop estimate of peak x, electron: 0.26232
heavy-loop estimate of peak cQ, tau: 9.0063e+08 eV
[leptonic sum] a: 5.98912e-06
[leptonic sum] peak x: 0.26478
[leptonic sum] peak cQ: 3.2627e+07 eV
[model state] rest energy: 8.0e+08 eV
[model state] peak x: 0.91788
[model state] peak cQ: 3.3842e+08 eV
[model state] peak 1/Q: 5.8309e-06 angstrom
[model state] heavy-state estimate of cQ: 3.4574e+08 eV
[model state] x at peak per unit ln Q2: 0.77238
[model state] cQ at peak per unit ln Q2: 1.7106e+08 eV
two-state test spectrum, number of peaks: 2
```
